**π donors, π acceptors and ligand charge in the octahedral d splitting**

In a one-electron ML$_6$ model with the d level at 0, a σ donor at $-D_\sigma$, a filled π level at $-D$, an empty π* level at $+A$ and group couplings $\sqrt3V_\sigma$, $a=2V_\pi$, $b=2V_{\pi^*}$, the middle $t_{2g}$ level $E_t$ has the sign of $s=a^2/D-b^2/A$ and obeys $|E_t|\le|s|$, while six point charges $-qe$ at distance $R$ give $\Delta_{\rm pc}=\frac53qe^2\langle r^4\rangle/(4\pi\varepsilon_0R^5)$. The program asserts the symbolic expansion of the six-charge potential, the angular averages $5/7$ and $11/21$, and agreement of $\Delta_{\rm pc}$ with exact $1/r$ integrals over Gaussian d functions. For random parameters it asserts the secular root, weights, sign rule, bound and coupling derivatives against diagonalization and finite differences, and the reduction of a 35-orbital matrix built from overlap integrals to small blocks. It also asserts the fourth-order error of $s$, the slope $d\Delta/du=w_e-w_t$ for a shift $u$ of the d level ($w$ are metal weights), the low-spin d$^6$ populations, and the symmetry, filling and carbon weights of the 1π, 5σ and 2π orbitals of CO at the PBE/cc-pVDZ level. With round model parameters and equal σ bonding, the splitting $\Delta=E_e-E_t$ is 1.17 eV for the π donor, 1.48 eV when its point-charge term is added, 2.00 eV for a σ-only ligand and 2.56 eV for the neutral acceptor. The donor would need $q=4.55$ at fixed gaps to match the acceptor, which falls to 1.86 eV when its π* coupling is removed.

## Numerical check

```python
# Octahedral ML6, one-electron model. Results under test:
# (i) six point charges -q e at R: Delta_pc = (5/3) q e^2 <r^4>/(4 pi eps0 R^5).
# (ii) d level at 0, sigma donor at -Ds, filled pi at -D, empty pi* at +A,
#   bond couplings Vs, Vp, Va; a = 2 Vp, b = 2 Va.
#   eg*: Ee = (-Ds + sqrt(Ds^2 + 12 Vs^2))/2.
#   t2g: Et is the root in (-D, A) of f(E) = E - a^2/(E+D) + b^2/(A-E);
#   sign Et = sign(a^2/D - b^2/A), |Et| <= |a^2/D - b^2/A|, metal weight wt = 1/f'.
# (iii) shifting d by u: dDelta/du = we - wt, with Delta = Ee - Et.
# Energies in eV, lengths in pm.
import numpy as np, sympy as sp
from scipy import constants as C
from scipy.integrate import quad
from scipy.optimize import brentq
from pyscf import gto, dft

a0 = C.physical_constants['Bohr radius'][0]*1e12          # pm
k = C.e/(4*np.pi*C.epsilon_0)*1e12                        # eV pm
Eh = C.physical_constants['Hartree energy in eV'][0]
to_cm = C.e/(C.h*C.c)/100
dirs = [s*np.eye(3)[i] for i in range(3) for s in (1, -1)]

# symbolic expansion of the six-charge potential (R = 1) and angular averages
x, y, z, t, u, ph = sp.symbols('x y z t u ph', real=True)
r2 = x**2 + y**2 + z**2
pot = sum(1/sp.sqrt(1 - 2*s*t*c + t**2*r2) for c in (x, y, z) for s in (1, -1))
for n in (1, 2, 3):
    assert sp.expand(sp.diff(pot, t, n).subs(t, 0)) == 0
order4 = sp.expand(sp.diff(pot, t, 4).subs(t, 0)/24)
assert sp.expand(order4 - sp.Rational(35, 4)*(x**4+y**4+z**4-sp.Rational(3, 5)*r2**2)) == 0
X2, Y2 = (1-u**2)*sp.cos(ph)**2, (1-u**2)*sp.sin(ph)**2
sphere = lambda g: sp.integrate(sp.integrate(sp.expand(g), (u, -1, 1)), (ph, 0, 2*sp.pi))
quart = X2**2 + Y2**2 + u**4
avg_e = sp.simplify(sphere(quart*(3*u**2-1)**2)/sphere((3*u**2-1)**2))
avg_t = sp.simplify(sphere(quart*X2*Y2)/sphere(X2*Y2))
assert avg_e == sp.Rational(5, 7) and avg_t == sp.Rational(11, 21)

# point-charge splitting: formula against exact 1/r integrals
ell, R = 60.0, 200.0
r4 = 63*ell**4/16
mom = lambda n: quad(lambda s: s**n*np.exp(-2*s*s), 0, np.inf)[0]
assert abs(mom(10)/mom(6)*ell**4/r4 - 1) < 1e-8
Dpc = 5/3*k*r4/R**5
mol = gto.M(atom=[['Ne', (0, 0, 0)]] + [['He', tuple(n*R/a0)] for n in dirs],
            basis={'Ne': [[2, [(a0/ell)**2, 1.0]]], 'He': [[1, [0.5, 1.0]]]},
            unit='Bohr', verbose=0)
Vd = np.zeros((5, 5))
for n in dirs:
    with mol.with_rinv_origin(n*R/a0):
        Vd += mol.intor('int1e_rinv')[:5, :5]*k/a0
Vd -= np.eye(5)*np.trace(Vd)/5
lev = np.linalg.eigvalsh(Vd)
# tolerance covers the tail of the d density beyond R (about 1e-5 relative)
assert np.allclose(lev, Dpc*np.array([-.4, -.4, -.4, .6, .6]), rtol=1e-4, atol=0)

# full 35-orbital Hamiltonian, angular couplings taken from overlap integrals
S = mol.intor('int1e_ovlp')[:5, 5:].reshape(5, 6, 3)      # d: xy yz z2 xz x2-y2
Ssig, Spi = abs(S[2, 4, 2]), abs(S[3, 4, 0])              # ligand on +z
cs = np.array([S[:, i, i//2]/Ssig for i in range(6)]).T
cp = np.array([S[:, i, j]/Spi for i in range(6) for j in range(3) if j != i//2]).T
def full(Ds, Vs, D, Vp, A, Va, q=0.0, sh=0.0):
    H = np.diag([sh]*5 + [-Ds]*6 + [-D]*12 + [A]*12).astype(float)
    H[:5, :5] += q*Vd
    H[:5, 5:] = np.hstack([Vs*cs, Vp*cp, Va*cp])
    H[5:, :5] = H[:5, 5:].T
    return np.linalg.eigh(H)
def H3(D, a, A, b):
    return np.array([[0, a, b], [a, -D, 0], [b, 0, A]], float)
def eg(Ds, Vs, ed=0.0):
    E = (ed - Ds + np.sqrt((ed + Ds)**2 + 12*Vs**2))/2
    return E, 1/(1 + 3*Vs**2/(E + Ds)**2)
def t2g(D, a, A, b, ed=0.0):
    E = brentq(lambda E: E - ed - a*a/(E+D) + b*b/(A-E), -D+1e-9, A-1e-9, xtol=1e-14)
    w = 1/(1 + a*a/(E+D)**2 + b*b/(A-E)**2)
    return E, w, w*a*a/(E+D)**2, w*b*b/(A-E)**2
def delta(Ds, Vs, D, Vp, A, Va, q=0.0):
    return eg(Ds, Vs, .6*q*Dpc)[0] - t2g(D, 2*Vp, A, 2*Va, -.4*q*Dpc)[0]

# random parameters: root, weights, sign rule, bound, derivatives, block reduction
rng = np.random.default_rng(1); h = 1e-5; signs = set()
mid = lambda D, a, A, b: np.linalg.eigvalsh(H3(D, a, A, b))[1]
for trial in range(300):
    D, A, Ds = rng.uniform(1, 9, 3); a, b, Vs = rng.uniform(.3, 3, 3)
    ev, U = np.linalg.eigh(H3(D, a, A, b))
    E, w, wp, wa = t2g(D, a, A, b); s2 = a*a/D - b*b/A
    assert ev[0] < -D < ev[1] < A < ev[2] and abs(E - ev[1]) < 1e-10
    assert np.allclose(U[:, 1]**2, [w, wp, wa], atol=1e-9)
    assert np.sign(ev[1]) == np.sign(s2) and abs(ev[1]) <= abs(s2)
    signs.add(np.sign(s2))
    da = (mid(D, np.sqrt(a*a+h), A, b) - mid(D, np.sqrt(a*a-h), A, b))/(2*h)
    db = (mid(D, a, A, np.sqrt(b*b+h)) - mid(D, a, A, np.sqrt(b*b-h)))/(2*h)
    assert abs(da - w/(E+D)) < 1e-6 and abs(db + w/(A-E)) < 1e-6
    if trial < 30:
        Ee = eg(Ds, Vs)[0]
        blocks = list(ev)*3 + [Ee, -Ds-Ee]*2 + [-Ds]*4 + [-D]*9 + [A]*9
        assert np.allclose(full(Ds, Vs, D, a/2, A, b/2)[0], np.sort(blocks), atol=1e-9)
assert signs == {1.0, -1.0}
err = lambda s: mid(7, s*1.0, 3, s*1.6) - s*s*(1.0/7 - 1.6**2/3)
assert abs(err(.1)/err(.05) - 16) < .3                    # error is fourth order in V

print(f"e^2/(4 pi eps0) = {k:.2f} eV pm; ell = {ell:.0f} pm; R = {R:.0f} pm")
print(f"angular averages eg, t2g = {avg_e}, {avg_t}")
print(f"<r^4> = {r4:.4e} pm^4")
print(f"Delta_pc(q=1): formula {Dpc:.4f} eV, integrals {lev[4]-lev[0]:.4f} eV")
print(f"Delta_pc(q=1) = {Dpc*to_cm:.0f} cm^-1")
print(f"group couplings: eg {np.linalg.norm(cs[2]):.4f} Vs, t2g {np.linalg.norm(cp[0]):.4f} Vp")

# real CO
bond = 113.0
co = gto.M(atom=[['C', (0, 0, 0)], ['O', (0, 0, bond/a0)]], unit='Bohr',
           basis='cc-pvdz', verbose=0)
mf = dft.RKS(co); mf.xc = 'pbe'; mf.kernel(); assert mf.converged
sv, sU = np.linalg.eigh(co.intor('int1e_ovlp'))
L2 = ((sU*np.sqrt(sv)) @ sU.T @ mf.mo_coeff)**2
nC = co.aoslice_by_atom()[0][3]; wC = L2[:nC].sum(0); e = mf.mo_energy*Eh
pich = L2[co.search_ao_label(['px', 'py', 'dxz', 'dyz'])].sum(0)
assert np.allclose(pich[4:9], [1, 1, 0, 1, 1], atol=1e-5)
assert np.allclose(mf.mo_occ[4:9], [2, 2, 2, 0, 0])
assert wC[4] < .45 and wC[7] > .55 and wC[6] > .6
assert abs(e[6]-e[4]-3) < 1 and abs(e[7]-e[6]-7) < 1      # model spacings follow CO
G = e[7] - e[4]; Dth = G*wC[4]/(wC[4] + wC[7])
Dnum = brentq(lambda D: mid(D, 2*np.sqrt(wC[4]), G-D, 2*np.sqrt(wC[7])), .5, G-.5)
assert abs(Dth - Dnum) < 1e-8 and Dth < 7
print(f"CO PBE/cc-pVDZ, bond {bond:.0f} pm")
for nm, i in (('1pi', 4), ('5sigma', 6), ('2pi', 7)):
    print(f"  {nm}: energy {e[i]:.2f} eV, carbon weight {wC[i]:.3f}")
print(f"  gaps: 5sigma-1pi {e[6]-e[4]:.2f} eV, 2pi-5sigma {e[7]-e[6]:.2f} eV, G {G:.2f} eV")
print(f"  net acceptor for D > {Dth:.2f} eV")

# worked model; the donor's pi* is uncoupled (Va = 0) and parked far away
Ds, Vs = 4.0, 2.0
don = (Ds, Vs, 4.0, 1.0, 50.0, 0.0); acc = (Ds, Vs, 7.0, 0.5, 3.0, 0.8)
Ee, we = eg(Ds, Vs)
print(f"sigma: Ds = {Ds} eV, Vs = {Vs} eV, 3Vs^2 = {3*Vs**2:.1f} eV^2")
print(f"Ee = {Ee:.4f} eV, we = {we:.4f}")
gap = lambda *p, **kw: (lambda v: v[21] - v[20])(full(*p, **kw)[0])
for nm, p in (('donor', don), ('acceptor', acc)):
    D, Vp, A, Va = p[2:]; a, b = 2*Vp, 2*Va
    Et, wt, wp, wa = t2g(D, a, A, b); Dl = delta(*p)
    assert abs(Dl - gap(*p)) < 1e-9 and wt > .5
    assert abs((gap(*p, sh=h) - gap(*p, sh=-h))/(2*h) - (we - wt)) < 1e-6
    ev, U = full(*p); pop = 2*(U[:, :21]**2).sum(1)       # low-spin d6: 42 electrons
    e3, U3 = np.linalg.eigh(H3(D, a, A, b)); top = U3[:, 2]**2
    assert abs(pop[[2, 4]].sum() - 4*(1-we)) < 1e-9
    assert abs(pop[[0, 1, 3]].sum() - 6*(1-top[0])) < 1e-9
    assert abs(pop[23:].sum() - 6*(1-top[2])) < 1e-9
    print(f"{nm}: D = {D} eV, Vp = {Vp} eV, Va = {Va} eV" + (f", A = {A} eV" if Va else ""))
    print(f"  a^2/D = {a*a/D:.4f} eV, b^2/A = {b*b/A:.4f} eV, diff {a*a/D-b*b/A:.4f} eV")
    print(f"  Et = {Et:.4f} eV; lowest t2g root {e3[0]:.4f} eV")
    if Va:
        print(f"  top root {e3[2]:.4f} eV, weights d {top[0]:.4f}, pi* {top[2]:.4f}")
    print(f"  weights in Et: d {wt:.4f}, pi {wp:.4f}, pi* {wa:.4f}")
    print(f"  Delta = {Dl:.4f} eV = {Dl*to_cm:.0f} cm^-1; dDelta/du = {we-wt:.4f}")
    print(f"  d6 electrons: eg {pop[[2,4]].sum():.4f}, t2g {pop[[0,1,3]].sum():.4f}, pi* {pop[23:].sum():.4f}")
Dsig = gap(Ds, Vs, 7.0, 0.0, 50.0, 0.0)
Dq = delta(*don, q=1.0); assert abs(Dq - gap(*don, q=1.0)) < 1e-4
assert abs(Dsig - Ee) < 1e-9 and gap(*acc) > Dsig > gap(*don, q=1.0) > gap(*don)
Doff = delta(*acc[:5], 0.0); assert abs(Doff - gap(*acc[:5], 0.0)) < 1e-9 and Doff < Dsig
scan = [gap(d, Vs, d, 1.0, 50.0, 0.0) for d in np.arange(2.0, 12.1, 1.0)]
assert np.all(np.diff(scan) < 0)
assert abs(scan[6] - (np.sqrt(64+12*Vs**2) - np.sqrt(64+16))/2) < 1e-9
qc = brentq(lambda q: delta(*don, q=q) - delta(*acc), 0, 10)
assert abs(gap(*don, q=qc) - gap(*acc)) < 1e-3 and qc > 2
print(f"sigma only: Delta = {Dsig:.4f} eV = {Dsig*to_cm:.0f} cm^-1")
print(f"donor, q=1 diagonal: eg {0.6*Dpc:.4f} eV, t2g {-0.4*Dpc:.4f} eV")
print(f"donor, q=1: Ee {eg(Ds,Vs,.6*Dpc)[0]:.4f} eV, Et {t2g(4,2,50,0,-.4*Dpc)[0]:.4f} eV")
print(f"donor, q=1: Delta = {Dq:.4f} eV = {Dq*to_cm:.0f} cm^-1")
print(f"donor, D = Ds = 8 eV, q=0: Delta = {scan[6]:.4f} eV")
print(f"acceptor with Va = 0: Delta = {Doff:.4f} eV")
print(f"Delta(acceptor)/Delta(donor, q=1) = {delta(*acc)/Dq:.3f}")
print(f"charge needed for donor to match acceptor: q = {qc:.2f}")
print("PASS")
```

Printed output:

```
e^2/(4 pi eps0) = 1439.96 eV pm; ell = 60 pm; R = 200 pm
angular averages eg, t2g = 5/7, 11/21
<r^4> = 5.1030e+07 pm^4
Delta_pc(q=1): formula 0.3827 eV, integrals 0.3827 eV
Delta_pc(q=1) = 3087 cm^-1
group couplings: eg 1.7321 Vs, t2g 2.0000 Vp
CO PBE/cc-pVDZ, bond 113 pm
  1pi: energy -11.51 eV, carbon weight 0.322
  5sigma: energy -8.63 eV, carbon weight 0.871
  2pi: energy -1.56 eV, carbon weight 0.717
  gaps: 5sigma-1pi 2.88 eV, 2pi-5sigma 7.07 eV, G 9.95 eV
  net acceptor for D > 3.09 eV
sigma: Ds = 4.0 eV, Vs = 2.0 eV, 3Vs^2 = 12.0 eV^2
Ee = 2.0000 eV, we = 0.7500
donor: D = 4.0 eV, Vp = 1.0 eV, Va = 0.0 eV
  a^2/D = 1.0000 eV, b^2/A = 0.0000 eV, diff 1.0000 eV
  Et = 0.8284 eV; lowest t2g root -4.8284 eV
  weights in Et: d 0.8536, pi 0.1464, pi* 0.0000
  Delta = 1.1716 eV = 9449 cm^-1; dDelta/du = -0.1036
  d6 electrons: eg 1.0000, t2g 6.0000, pi* 0.0000
acceptor: D = 7.0 eV, Vp = 0.5 eV, Va = 0.8 eV, A = 3.0 eV
  a^2/D = 0.1429 eV, b^2/A = 0.8533 eV, diff -0.7105 eV
  Et = -0.5631 eV; lowest t2g root -7.1451 eV
  top root 3.7082 eV, weights d 0.1636, pi* 0.8350
  weights in Et: d 0.8158, pi 0.0197, pi* 0.1645
  Delta = 2.5631 eV = 20673 cm^-1; dDelta/du = -0.0658
  d6 electrons: eg 1.0000, t2g 5.0185, pi* 0.9901
sigma only: Delta = 2.0000 eV = 16131 cm^-1
donor, q=1 diagonal: eg 0.2296 eV, t2g -0.1531 eV
donor, q=1: Ee 2.1734 eV, Et 0.6983 eV
donor, q=1: Delta = 1.4752 eV = 11898 cm^-1
donor, D = Ds = 8 eV, q=0: Delta = 0.8194 eV
acceptor with Va = 0: Delta = 1.8599 eV
Delta(acceptor)/Delta(donor, q=1) = 1.738
charge needed for donor to match acceptor: q = 4.55
PASS
```
